# Recovering the Two-Loop Electron g−2 Coefficient with PSLQ: a numerical check

```python
"""
Result under test: PSLQ turns the decimal value of the two-loop electron
anomaly coefficient A, a_e = (alpha/pi)/2 + A (alpha/pi)^2 + ..., into
    A = 197/144 + pi^2/12 + (3/4) zeta(3) - (1/2) pi^2 ln 2,
and the decimals D needed follow from counting chance relations:
    E = (2H+1)^(n-2) H (H+1) delta / X = 1,  delta = 10^(-D) / 2.
n: numbers in the relation, target included; H: largest |coefficient|;
X: largest constant in the basis; delta: uncertainty of the target.
The 20-decimal value of A is an input datum (electron loops only).
The vacuum-polarization part is computed here from its integral, m = 1.
"""
from fractions import Fraction
from functools import reduce
from math import gcd, log10, ceil
import numpy as np
from mpmath import mp, mpf
from scipy import constants as sc

mp.dps = 50
DATUM = mpf("-0.32847896557919378458")
DATUM_DECIMALS = 20
LN2 = mp.log(2)
PI2 = mp.pi ** 2
BASIS = [mpf(1), PI2, mp.zeta(3), PI2 * LN2]
LARGEST = float(PI2)
START_MARGIN = 8


def find_relation(target, basis, decimals, max_steps=4000):
    """PSLQ for a target rounded to the given number of decimals.

    Returns (relation, norm bound, steps); the relation has m[0] > 0.
    """
    unit = mpf(10) ** (-decimals)
    x = [mp.nint(target / unit) * unit] + list(basis)
    n = len(x)
    tail = [mp.sqrt(mp.fsum(v * v for v in x[k:])) for k in range(n)]
    y = [v / tail[0] for v in x]
    h = [[mpf(0)] * (n - 1) for _ in range(n)]
    for j in range(n - 1):
        h[j][j] = tail[j + 1] / tail[j]
        for i in range(j + 1, n):
            h[i][j] = -x[i] * x[j] / (tail[j] * tail[j + 1])
    columns = [[int(i == j) for i in range(n)] for j in range(n)]
    weights = [mpf("1.16") ** (j + 1) for j in range(n - 1)]

    for step in range(max_steps):
        # integer size reduction of the trapezoidal matrix
        for i in range(1, n):
            for j in range(i - 1, -1, -1):
                t = int(mp.nint(h[i][j] / h[j][j]))
                if t:
                    y[j] += t * y[i]
                    for k in range(j + 1):
                        h[i][k] -= t * h[j][k]
                    columns[j] = [b + t * c for b, c
                                  in zip(columns[j], columns[i])]
        # accept a column whose residual is explained by the rounding
        accepted = [columns[j] for j in range(n) if columns[j][0] != 0
                    and abs(y[j]) * tail[0]
                    <= mpf("0.51") * abs(columns[j][0]) * unit]
        if accepted:
            best = min(accepted, key=lambda m: max(map(abs, m)))
            sign = 1 if best[0] > 0 else -1
            bound = 1 / max(abs(h[j][j]) for j in range(n - 1))
            return [sign * m for m in best], bound, step
        # exchange two rows, then rotate back to trapezoidal form
        r = max(range(n - 1), key=lambda j: weights[j] * abs(h[j][j]))
        y[r], y[r + 1] = y[r + 1], y[r]
        h[r], h[r + 1] = h[r + 1], h[r]
        columns[r], columns[r + 1] = columns[r + 1], columns[r]
        if r < n - 2:
            length = mp.sqrt(h[r][r] ** 2 + h[r][r + 1] ** 2)
            c, s = h[r][r] / length, h[r][r + 1] / length
            for i in range(r, n):
                u, v = h[i][r], h[i][r + 1]
                h[i][r], h[i][r + 1] = c * u + s * v, c * v - s * u
    return None, None, max_steps


def solve_target(relation, basis):
    return -mp.fsum(m * c for m, c in zip(relation[1:], basis)) / relation[0]


def rational_coefficients(relation):
    return [Fraction(-m, relation[0]) for m in relation[1:]]


def height(relation):
    return max(abs(m) for m in relation)


def decimals_needed(target, basis, relation, start):
    """Smallest D such that D, D+1, ..., start all return the relation."""
    needed = None
    for decimals in range(start, 0, -1):
        if find_relation(target, basis, decimals)[0] != relation:
            break
        needed = decimals
    assert needed is not None, "relation not found at the starting precision"
    return needed


def chance_count(n, h, delta):
    return (2 * h + 1) ** (n - 2) * h * (h + 1) * delta / LARGEST


def predicted_decimals(n, h):
    return log10(chance_count(n, h, 0.5))


# Identification from 14 decimals, tested on the six held-out decimals
FIT = 14
relation, _, steps = find_relation(DATUM, BASIS, FIT)
value = solve_target(relation, BASIS)
datum_tolerance = mpf("0.51") * mpf(10) ** (-DATUM_DECIMALS)
assert abs(value - DATUM) < datum_tolerance
assert rational_coefficients(relation) == [
    Fraction(197, 144), Fraction(1, 12), Fraction(3, 4), Fraction(-1, 2)]
library = mp.pslq([DATUM] + BASIS, tol=mpf(10) ** -18,
                  maxcoeff=1000, maxsteps=10000)
assert library is not None
assert library == relation or [-m for m in library] == relation
print("input A =", mp.nstr(DATUM, 20), "(dimensionless)")
print("decimals used for the fit:", FIT, "; PSLQ exchanges:", steps)
print("relation for (A, 1, pi^2, zeta3, pi^2 ln2):", relation)
print("coefficients of A:", *map(str, rational_coefficients(relation)))
print("A from relation =", mp.nstr(value, 30))
print("|relation - datum| =", mp.nstr(abs(value - DATUM), 3))

# An incomplete basis also gives a relation, but it must not predict
wrong, _, _ = find_relation(DATUM, BASIS[:3], FIT)
assert wrong is not None
wrong_miss = abs(solve_target(wrong, BASIS[:3]) - DATUM)
assert wrong_miss > 10 * datum_tolerance
print("without pi^2 ln2, accepted relation:", wrong)
print("its miss on the full datum =", mp.nstr(wrong_miss, 3))


# Vacuum-polarization part from its defining integral
def polarization(x):
    """One-loop P at Q^2 = x^2/(1-x), in units of alpha/pi."""
    with mp.workdps(160):
        log_term = -mp.log(1 - x)
        return (-mpf(5) / 3 + 4 * (1 - x) / x ** 2
                + (-4 + 6 * x - x ** 3) * log_term / x ** 3) / 3


def vp_integrand(x):
    if x <= 0 or x >= 1:
        return mpf(0)
    return (1 - x) * polarization(x)


for x_test in (mpf("0.2"), mpf("0.5"), mpf("0.9")):
    q2 = x_test ** 2 / (1 - x_test)
    direct = 2 * mp.quad(
        lambda z: z * (1 - z) * mp.log(1 + z * (1 - z) * q2), [0, 1])
    assert abs(direct - polarization(x_test)) < mpf(10) ** -25
vp_value = mp.quad(vp_integrand, [0, 0.5, 1])
vp_relation, vp_bound, _ = find_relation(vp_value, BASIS, 30)
vp_norm = mp.sqrt(sum(m * m for m in vp_relation))
assert rational_coefficients(vp_relation) == [
    Fraction(119, 36), Fraction(-1, 3), 0, 0]
assert abs(solve_target(vp_relation, BASIS) - vp_value) < mpf(10) ** -35
assert vp_bound <= vp_norm
print("A_vp by quadrature =", mp.nstr(vp_value, 25))
print("A_vp relation:", vp_relation)
print("PSLQ norm bound:", mp.nstr(vp_bound, 5),
      "; norm found:", mp.nstr(vp_norm, 5))

rest = DATUM - vp_value
rest_relation, _, _ = find_relation(rest, BASIS, FIT)
assert abs(solve_target(rest_relation, BASIS) - rest) < datum_tolerance
assert height(rest_relation) < height(relation)
print("A - A_vp =", mp.nstr(rest, 18))
print("its relation:", rest_relation)
print("its coefficients:", *map(str, rational_coefficients(rest_relation)))
for name, target, rel in (("A", DATUM, relation),
                          ("A - A_vp", rest, rest_relation)):
    need = decimals_needed(target, BASIS, rel, 18)
    estimate = predicted_decimals(5, height(rel))
    assert abs(need - estimate) < 3
    print(f"{name}: height {height(rel)}, decimals needed {need}, "
          f"estimate {estimate:.1f}")


# Chance relations counted by explicit enumeration
def enumerate_chance(basis, h, delta):
    integers = np.arange(-h, h + 1, dtype=float)
    sums = np.zeros(1)
    for constant in basis:
        sums = (sums[:, None] + float(constant) * integers).ravel()
    sums.sort()
    total = 0
    for m0 in range(1, h + 1):
        centre = -m0 * float(DATUM)
        total += (np.searchsorted(sums, centre + m0 * delta, "right")
                  - np.searchsorted(sums, centre - m0 * delta, "left"))
    return int(total)


DELTA = 0.002
print("chance relations with target uncertainty", DELTA)
for basis, h in (([BASIS[0], BASIS[1], BASIS[3]], 60),
                 (BASIS, 14), (BASIS, 20)):
    n = len(basis) + 1
    counted = enumerate_chance(basis, h, DELTA)
    expected = chance_count(n, h, DELTA)
    # finite-sample scatter of lattice points is several percent
    assert abs(counted / expected - 1) < 0.15
    print(f"  n={n} H={h}: counted {counted}, formula {expected:.0f}")

# Shortest chance relation, by enumeration of all heights up to BOX
BOX = 30
axis = np.arange(-BOX, BOX + 1)
grid = np.meshgrid(axis, axis, axis, indexing="ij")
grid_sum = sum(float(c) * g for c, g in zip(BASIS[1:], grid)).ravel()
grid_height = np.max(np.abs(grid), axis=0).ravel()
# the integer coefficient and m0 * target can cancel at most this much
usable = np.abs(grid_sum) <= 2 * BOX + 1
grid_sum, grid_height = grid_sum[usable], grid_height[usable]


def shortest_heights(target, deltas):
    """Least height accepted for each uncertainty; BOX+1 if none in box."""
    best = [BOX + 1] * len(deltas)
    for m0 in range(1, BOX + 1):
        total = grid_sum + m0 * target
        nearest = np.rint(total)
        residual = np.abs(total - nearest)
        close = np.flatnonzero(residual <= m0 * max(deltas))
        heights_here = np.maximum(np.maximum(grid_height[close],
                                             np.abs(nearest[close])), m0)
        for k, delta in enumerate(deltas):
            chosen = heights_here[residual[close] <= m0 * delta]
            if chosen.size:
                best[k] = min(best[k], int(chosen.min()))
    return best


def chance_height(decimals):
    return (LARGEST * 10 ** decimals / 4) ** 0.2


target_rng = np.random.default_rng(3)
TARGETS = 40
trial_decimals = [4, 5, 6]
shortest = np.array([
    shortest_heights(t, [0.5 * 10.0 ** -d for d in trial_decimals])
    for t in target_rng.uniform(-0.5, 0.5, TARGETS)])
print("shortest chance relation, n=5, random targets:", TARGETS)
for k, decimals in enumerate(trial_decimals):
    typical = float(np.exp(np.mean(np.log(shortest[:, k]))))
    expected = chance_height(decimals)
    # small integer heights and the spread of a minimum shift the mean
    assert abs(typical / expected - 1) < 0.3
    print(f"  D={decimals}: geometric mean height {typical:.1f}, "
          f"estimate {expected:.1f}")

# Too few decimals of A: PSLQ returns a false relation, maybe not shortest
print("PSLQ on too few decimals of A, n=5")
for decimals in (5, 7, 9):
    found, _, _ = find_relation(DATUM, BASIS, decimals)
    rounded = round(float(DATUM), decimals)
    least = shortest_heights(rounded, [0.51 * 10.0 ** -decimals])[0]
    miss = abs(solve_target(found, BASIS) - DATUM)
    assert height(found) >= least
    assert miss > datum_tolerance
    least_text = str(least) if least <= BOX else f"above {BOX}"
    print(f"  D={decimals}: height {height(found)}, shortest {least_text}, "
          f"estimate {chance_height(decimals):.0f}, "
          f"miss {mp.nstr(miss, 2)}")

# Cost of basis size; digits come from the relation recovered above
print("A in larger bases, adding ln2, ln2^2, ln2^3 in turn")
size_needs = []
for extra in range(4):
    basis = BASIS + [LN2 ** k for k in range(1, extra + 1)]
    n = len(basis) + 1
    estimate = predicted_decimals(n, height(relation))
    need = decimals_needed(value, basis, relation + [0] * extra,
                           ceil(estimate) + START_MARGIN)
    assert abs(need - estimate) < 3.5
    size_needs.append(need)
    print(f"  n={n}: decimals needed {need}, estimate {estimate:.1f}")
size_slope = (size_needs[-1] - size_needs[0]) / 3
size_expected = log10(2 * height(relation) + 1)
assert abs(size_slope - size_expected) < 1.0
print(f"decimals per added constant: {size_slope:.2f}, "
      f"estimate {size_expected:.2f}")

# Cost of coefficient height, on random relations with n = 5
rng = np.random.default_rng(7)
SAMPLES = 6
heights = [10, 100, 1000, 10000]
means = []
print("random relations, n=5, samples per height:", SAMPLES)
for h in heights:
    estimate = predicted_decimals(5, h)
    needs = []
    while len(needs) < SAMPLES:
        trial = [h] + [int(m) for m in rng.integers(-h, h + 1, size=4)]
        if reduce(gcd, trial) != 1 or not any(trial[2:]):
            continue
        target = solve_target(trial, BASIS)
        needs.append(decimals_needed(target, BASIS, trial,
                                     ceil(estimate) + START_MARGIN))
    means.append(float(np.mean(needs)))
    assert abs(means[-1] - estimate) < 2.5
    print(f"  H={h}: mean decimals needed {means[-1]:.2f}, "
          f"estimate {estimate:.2f}")
height_slope = np.polyfit(np.log10(heights), means, 1)[0]
assert abs(height_slope - 5) < 0.6
print(f"decimals per decade of H: {height_slope:.2f}, estimate 5")

contribution = float(value) * (sc.fine_structure / np.pi) ** 2
print(f"A (alpha/pi)^2 = {contribution:.8e} (dimensionless)")
print("all good")
```

Printed output:

```
input A = -0.32847896557919378458 (dimensionless)
decimals used for the fit: 14 ; PSLQ exchanges: 49
relation for (A, 1, pi^2, zeta3, pi^2 ln2): [144, -197, -12, -108, 72]
coefficients of A: 197/144 1/12 3/4 -1/2
A from relation = -0.328478965579193784582172816965
|relation - datum| = 2.17e-21
without pi^2 ln2, accepted relation: [8542, -3315, -76, 5716]
its miss on the full datum = 2.77e-15
A_vp by quadrature = 0.01568742185910268261072522
A_vp relation: [36, -119, 12, 0, 0]
PSLQ norm bound: 107.94 ; norm found: 124.9
A - A_vp = -0.344166387438296467
its relation: [48, 93, -20, -36, 24]
its coefficients: -31/16 5/12 3/4 -1/2
A: height 197, decimals needed 11, estimate 11.1
A - A_vp: height 93, decimals needed 11, estimate 9.5
chance relations with target uncertainty 0.002
  n=4 H=60: counted 10856, formula 10859
  n=5 H=14: counted 1037, formula 1038
  n=5 H=20: counted 5871, formula 5866
shortest chance relation, n=5, random targets: 40
  D=4: geometric mean height 6.5, estimate 7.6
  D=5: geometric mean height 11.4, estimate 12.0
  D=6: geometric mean height 16.9, estimate 19.0
PSLQ on too few decimals of A, n=5
  D=5: height 20, shortest 12, estimate 12, miss 9.9e-7
  D=7: height 12, shortest 12, estimate 30, miss 8.4e-8
  D=9: height 1412, shortest above 30, estimate 76, miss 1.6e-10
A in larger bases, adding ln2, ln2^2, ln2^3 in turn
  n=5: decimals needed 11, estimate 11.1
  n=6: decimals needed 14, estimate 13.7
  n=7: decimals needed 17, estimate 16.3
  n=8: decimals needed 21, estimate 18.9
decimals per added constant: 3.33, estimate 2.60
random relations, n=5, samples per height: 6
  H=10: mean decimals needed 6.50, estimate 4.71
  H=100: mean decimals needed 10.67, estimate 9.62
  H=1000: mean decimals needed 15.33, estimate 14.61
  H=10000: mean decimals needed 22.00, estimate 19.61
decimals per decade of H: 5.12, estimate 5
A (alpha/pi)^2 = -1.77230506e-06 (dimensionless)
all good
```
